# The Mehrstellen operator B is singular at the three-dimensional zone corner

## A checkerboard on six points per side

Take a cubic grid of spacing $h$ with $6\times6\times6$ points $n=(n_1,n_2,n_3)$ and periodic boundaries. Units are Rydberg atomic units: lengths in bohr, energies in Ry, kinetic operator $-\nabla^2$. The Mehrstellen scheme uses two stencils,

$$Au=\frac{-24u_0+2\sum_{\rm faces}u+\sum_{\rm edges}u}{6h^2},\qquad Bu=\frac{6u_0+\sum_{\rm faces}u}{12},$$

with sums over the 6 face and 12 edge neighbours, built so that $A\psi=B\nabla^2\psi+O(h^4)$. Inserting $\nabla^2\psi=(V-\varepsilon)\psi$ for a real local potential gives

$$(-A+BV)\,\psi=\varepsilon B\psi .$$

The claim to be examined is that $B$, being an average with positive weights, can be inverted on any grid, so that the problem is the same as $(-B^{-1}A+V)\psi=\varepsilon\psi$.

Apply both stencils to the checkerboard $w_n\propto(-1)^{n_1+n_2+n_3}$, which is periodic because 6 is even. A face neighbour differs by one step and has the opposite sign. An edge neighbour differs by two steps and has the same sign. Therefore

$$Bw=\frac{6-6}{12}\,w=0,\qquad -Aw=\frac{24-2(-6)-12}{6h^2}\,w=\frac{4}{h^2}\,w .$$

$B$ has a null vector and no inverse. At $h=0.5$ bohr the eigenvalue of $-A$ on $w$ is 16 Ry, so the effective kinetic energy of this mode, 16 Ry divided by zero, is infinite, while the continuum value for the same wave vector is $3\pi^2/h^2=118.44$ Ry.

## Symbols

On a plane wave $e^{i\theta\cdot n}$ with $\theta_i=k_ih$ and $c_i=\cos\theta_i$, the two face neighbours on axis $i$ contribute $2c_i$ and the four edge neighbours in the plane $ij$ contribute $(2c_i)(2c_j)$. The eigenvalues (symbols) of $-A$ and $B$ are

$$a=\frac{24-4\sum_ic_i-4\sum_{i<j}c_ic_j}{6h^2},\qquad b=\frac{6+2\sum_ic_i}{12}.$$

Put $c_i=1-2s_i$ with $s_i=\sin^2(\theta_i/2)\in[0,1]$. Then $\sum c_i=3-2\sum s_i$, and since each axis lies in two pairs, $\sum_{i<j} c_ic_j=3-4\sum s_i+4\sum_{i<j} s_is_j$. The constants cancel in $a$, $24-12-12=0$, the linear terms add to $8+16=24$, and

$$a=\frac4{h^2}\Big[\sum_is_i-\frac23\sum_{i<j}s_is_j\Big],\qquad b=1-\frac13\sum_is_i .$$

The effective kinetic energy is $T=a/b$. In $d$ dimensions the operator $B=1+\frac1{12}\sum_i\delta_i^2$, with $\delta_i^2$ the second difference of symbol $-4s_i$, has the same $b$ with $d$ terms, so $\min b=1-d/3$. This is $2/3$, $1/3$ and $0$ for $d=1,2,3$: the assumption of invertibility is true in one and two dimensions and fails in three.

The zero cannot be removed by retuning these stencils. Take general weights, $h^2a=a_0+2a_1\sum c_i+4a_2\sum_{i<j} c_ic_j$ and $b=b_0+2b_1\sum c_i$ with $b_0+6b_1=1$, and demand $h^2a-b|\theta|^2=O(\theta^6)$. With $c_i=1-\theta_i^2/2+\theta_i^4/24$,

$$\sum_{i<j}c_ic_j=3-|\theta|^2+\frac1{12}\sum_i\theta_i^4+\frac14\sum_{i<j}\theta_i^2\theta_j^2+\dots,$$

and $b|\theta|^2=|\theta|^2-b_1\big(\sum\theta_i^4+2\sum_{i<j}\theta_i^2\theta_j^2\big)+\dots$. Order two gives $a_1+4a_2=-1$. The $\theta_i^4$ terms give $(a_1+4a_2)/12=-b_1$, so $b_1=1/12$ and $b_0=1/2$. The $\theta_i^2\theta_j^2$ terms give $a_2=-2b_1=-1/6$, hence $a_1=-1/3$, and order zero, $a_0+6a_1+12a_2=0$, gives $a_0=4$. Fourth order with a 19-point $A$ and a 7-point $B$ of cubic symmetry fixes the stencils above.

The leading error follows from $4s_i=\theta_i^2-\theta_i^4/12+\theta_i^6/360-\dots$. Label terms by their order in $\theta$. Then $h^2a$ has $a_2'=|\theta|^2$, $a_4'=-|\theta|^4/12$ and $a_6'=\sum\theta_i^6/360+\sum_{i\ne j}\theta_i^4\theta_j^2/72$, where $1/72=(-1/6)(-1/12)$, while $b=1-|\theta|^2/12+\sum\theta_i^4/144-\dots$. Matching $h^2a=b\,(T_2+T_4+T_6)$ gives $T_2=|\theta|^2$, $T_4=a_4'+|\theta|^4/12=0$ and $T_6=a_6'-|\theta|^2\sum\theta_i^4/144$. With $|\theta|^2\sum\theta_i^4=\sum\theta_i^6+\sum_{i\neq j}\theta_i^4\theta_j^2$, $1/360-1/144=-1/240$ and $1/72-1/144=1/144$,

$$T=k^2+h^4\Big[-\frac{1}{240}\sum_ik_i^6+\frac1{144}\sum_{i\ne j}k_i^4k_j^2\Big]+O(h^6).$$

## The correct statement

Let the grid have $N_i\ge3$ points on axis $i$, $M$ points in all, and Bloch conditions $\psi_{n+N_ie_i}=e^{i\varphi_i}\psi_n$.

1. $B$ is positive semidefinite. It is singular if and only if $\varphi_i\equiv\pi N_i \pmod{2\pi}$ on all three axes, and then its null space is one-dimensional. With Dirichlet boundaries it is invertible.
2. When $B$ is singular, the eigenproblem has $M-1$ real finite levels, with eigenvectors orthogonal to the null vector $w$, and one infinite eigenvalue.
3. For periodic $N^3$ grids at fixed $h$, the largest finite $T$ grows as $N^2$, for odd and even $N$.

Even periodic grids are thus one case of the criterion. Each grid has one singular twist, and parity decides where it lies.

### Part 1

Since $s_i\le1$, $b\ge0$ with equality only for $s_1=s_2=s_3=1$, the zone corner $\theta=(\pi,\pi,\pi)$, where $a=(4/h^2)(3-2)=4/h^2$. The allowed phases are $\theta_i=(2\pi m_i+\varphi_i)/N_i$ with $m_i$ taken modulo $N_i$. The condition $\theta_i=\pi$ reads $\varphi_i=\pi N_i-2\pi m_i$, which requires $\varphi_i=0$ for even $N_i$ and $\varphi_i=\pi$ for odd $N_i$, and fixes $m_i$ uniquely. With Dirichlet boundaries the neighbour sum on a line has eigenvectors $\sin(\theta n)$, $\theta=\pi m/(N+1)$, $m=1,\dots,N$, and eigenvalues $2\cos\theta$. The symbols keep their form and $\theta<\pi$, so $b>0$.

Measure phases from the corner, $\theta_i=\pi-q_i$, so that $s_i=\cos^2(q_i/2)=1-u_i$ with $u_i=\sin^2(q_i/2)$. Let $U=\sum u_i$ and $W=\sum_{i<j}u_iu_j$. Then $\sum s_i=3-U$ and $\sum_{i<j} s_is_j=3-2U+W$, which gives

$$b=\frac U3,\qquad a=\frac4{h^2}\Big[1+\frac U3-\frac{2W}3\Big],\qquad T=\frac{12}{h^2}\,\frac{1+U/3-2W/3}{U}.$$

For small $q$, $U\to|q|^2/4$ and $T\to48/(h^2|q|^2)$. The smallest eigenvalue of $B$ is $U/3$ at the allowed mode nearest the corner. Diagonalization of the neighbour-built matrices agrees in each tested case:

| grid | nearest $q$ | $\min b$ |
|---|---|---|
| 6,6,6 periodic | 0 | 0 |
| 6,6,5 periodic | $(0,0,\pi/5)$ | 0.031831 |
| 7,7,7 periodic | $\pi/7$ each | 0.049516 |
| 5,5,5 twist $\pi$ | 0 | 0 |
| 6,6,5 twist $(0,0,\pi)$ | 0 | 0 |
| 6,6,6 twist $\pi$ | $\pi/6$ each | 0.066987 |
| 6,6,6 Dirichlet | $\pi/7$ each | 0.049516 |

Unequal spacings do not change the picture. With $\sigma_i=4s_i$ the orthorhombic scheme has the same $b$ and $a=\sum\sigma_i/h_i^2-\frac1{12}\sum_{i<j}(h_i^{-2}+h_j^{-2})\sigma_i\sigma_j$. Its fourth-order terms sum to $-\frac1{12}|\theta|^2k^2$, matching those of $bk^2$. At the corner $\sigma_i=4$, and each $h_i^{-2}$ occurs in two pairs, so $a=(4-\frac{16}{12}\cdot2)\sum h_i^{-2}=\frac43\sum h_i^{-2}>0$.

### Part 2

$A$ and $B$ are Hermitian and diagonal in the same plane-wave basis. Let $w$ be the normalized corner mode, so $w^\dagger B=0$ and $w^\dagger(-A)=(4/h^2)w^\dagger$. Multiplying $-A\psi+B(V-\varepsilon)\psi=0$ by $w^\dagger$ kills the second term for any finite $\varepsilon$ and leaves

$$\frac4{h^2}\,w^\dagger\psi=0 .$$

The potential drops out because it stands to the right of $B$. Let $P=1-ww^\dagger$ and let $B^+$ have symbol $1/b$ off the corner and $0$ on it, so $B^+B=BB^+=P$. Applying $B^+$ to the equation and using $\psi=P\psi$,

$$H_\perp\psi=\varepsilon\psi,\qquad H_\perp=-B^+A+PVP\ \text{ on } w^\perp .$$

Conversely, apply $B$ to this equation for $\psi\in w^\perp$. Then $BB^+A\psi=PA\psi=A\psi$, because $A$ maps $w^\perp$ into itself, and $BP=B$, so the original equation returns. $B^+A$ is diagonal and real in plane waves and $PVP$ is Hermitian, so $H_\perp$ has $M-1$ real levels with orthogonal eigenvectors. Nothing about $V$ was used except that it is Hermitian and enters as $BV$.

For the count, write the matrix $-A+B(V-\varepsilon)$ in plane waves: its elements are $a_k\delta_{kk'}+b_k(\hat V_{kk'}-\varepsilon\delta_{kk'})$. The corner row has the single entry $4/h^2$. Expanding along it and taking $b_k$ out of each remaining row,

$$\det[-A+B(V-\varepsilon)]=\frac4{h^2}\prod_{k\ne\text{corner}}b_k\;\det(H_\perp-\varepsilon).$$

The degree in $\varepsilon$ is $M-1$, and the missing root is the infinite eigenvalue that belongs to $Bw=0$. The divergence acts as an infinite penalty that removes one basis function.

The limit is continuous. For a small twist away from the singular one, $B$ is invertible and $H=T+\hat V$ has one diagonal entry $T_c\approx48/(h^2q^2)$. Eliminating that component, $\psi_c=-\sum_{k'}\hat V_{ck'}\psi_{k'}/(T_c+\hat V_{cc}-\varepsilon)$, adds $-\hat V_{kc}\hat V_{ck'}/(T_c+\hat V_{cc}-\varepsilon)$ to the remaining block, which vanishes as $q^2$. The twist also shifts the phases of all other modes by $q$, and their entries $T_k=a_k/b_k$ change continuously because $b_k>0$ away from the corner, so the remaining block tends to $H_\perp$.

The numerical check uses $N=6$, $h=0.5$ bohr and a random potential with an added checkerboard part. The QZ algorithm on the stencil matrices finds 1 infinite and 215 finite levels, the latter matching a plane-wave Hamiltonian with the corner deleted, and $|w^\dagger\psi|$ at most $9\times10^{-16}$. A twist $\varphi_1=0.06$ gives $|q|=0.06/6=0.01$ and $48/(hq)^2=1.92000\times10^6$ Ry, against a computed top level of $1.92003\times10^6$ Ry. The ground level rises by $3.99\times10^{-4}$ Ry. The eliminated corner term cannot account for this: it lowers the level, and since $|V|\le2.5$ Ry here its size is at most $2.5^2/(1.92\times10^6)\approx3\times10^{-6}$ Ry. The rise comes from the shift of the other wave vectors, which for the lowest plane wave costs $(q/h)^2=(0.01/0.5)^2=4.00\times10^{-4}$ Ry.

### Part 3

$T$ decreases in each $u_i$. Writing $h^2T/12=\frac13+(1-\frac23W)/U$ and using $\partial W/\partial u_1=u_2+u_3$,

$$U^2\,\frac{\partial}{\partial u_1}\frac{h^2T}{12}=-1-\frac23\big[(u_2+u_3)U-W\big]=-1-\frac23\big(u_2^2+u_3^2+u_2u_3\big)<0 .$$

For odd $N$ the phase nearest $\pi$ has $m=(N\pm1)/2$, $|q|=\pi/N$, so every $u_i\ge u=\sin^2(\pi/2N)$ and the maximum has $U=3u$, $W=3u^2$. For even $N$ with the corner removed, some $u_i\ge u=\sin^2(\pi/N)$, and the maximum has that one component alone, $U=u$, $W=0$:

$$T_{\max}^{\rm odd}=\frac4{h^2}\frac{1+u-2u^2}{u}\to\frac{16N^2}{\pi^2h^2},\qquad T_{\max}^{\rm even}=\frac{12}{h^2}\frac{1+u/3}{u}\to\frac{12N^2}{\pi^2h^2},$$

the limits following from $\sin x\to x$ at large $N$. Choosing an odd grid makes $B$ invertible, but leaves the top of the spectrum growing with the cell size.

An explicit propagator inherits this growth. For $i\,\partial_t\psi=T\psi$, with time in $\hbar/\mathrm{Ry}$, a fourth-order Runge–Kutta step multiplies a mode by $\sum_{n\le4}(-iy)^n/n!$ with $y=T\Delta t$. Its squared modulus is $(1-y^2/2+y^4/24)^2+(y-y^3/6)^2=1-y^6/72+y^8/576$, which is at most 1 for $y^2\le8$. Stability of the free particle requires $\Delta t\le2\sqrt2/T_{\max}$. At $h=0.5$ bohr:

| $N$ | $T_{\max}$ (Ry) | $N^2$ law (Ry) | largest stable $\Delta t$ ($\hbar$/Ry) |
|---|---|---|---|
| 15 | 1480.0 | 1459.0 | $1.911\times10^{-3}$ |
| 16 | 1277.2 | 1245.0 | $2.215\times10^{-3}$ |
| 63 | 25758.5 | 25737.2 | $1.098\times10^{-4}$ |
| 64 | 19952.6 | 19920.6 | $1.418\times10^{-4}$ |

For $N=63$ the limit is 0.0053 as.

## The kernel of $B^{-1}$ on the infinite grid

On the infinite grid the corner is a single point of a continuum, and the kernel $G(R)=\int\frac{d^3\theta}{(2\pi)^3}e^{i\theta\cdot R}/b$ exists for integer $R$. Write $1/b=\int_0^\infty e^{-tb}dt$ with $b=\frac12+\frac16\sum c_i$ and set $t=6\tau$, so $e^{-tb}=\prod_ie^{-\tau}e^{-\tau c_i}$. Shifting $\theta\to\theta+\pi$ in $I_n(\tau)=\int\frac{d\theta}{2\pi}e^{\tau\cos\theta}e^{in\theta}$ shows that $e^{-\tau\cos\theta}$ has Fourier coefficient $(-1)^nI_n(\tau)$, so

$$G(R)=6\,(-1)^{R_1+R_2+R_3}\int_0^\infty\prod_ie^{-\tau}I_{R_i}(\tau)\,d\tau .$$

At large $\tau$ the Bessel integrand is concentrated near $\theta=0$, where $\cos\theta\approx1-\theta^2/2$, and the Gaussian integral gives $e^{-\tau}I_n\approx(2\pi\tau)^{-1/2}e^{-n^2/2\tau}$. The product falls as $\tau^{-3/2}$ and the integral converges. The zone mean of $1/b$ is $G(0)=3.03277$. Sums over odd periodic grids give 2.97889 for $N=31$ and 3.00628 for $N=63$, and extrapolation linear in $1/N$, the scale of the periodic images of a $1/|R|$ tail, gives 3.03281. For large $|R|$, large $\tau$ dominates, and $\tau=1/y^2$ turns $\int\tau^{-3/2}e^{-R^2/2\tau}d\tau$ into $2\int_0^\infty e^{-R^2y^2/2}dy=\sqrt{2\pi}/|R|$. To leading order

$$G(R)\to\frac{6\,(-1)^{\sum R_i}}{2\pi|R|}=\frac{3\,(-1)^{\sum R_i}}{\pi|R|}.$$

At $R=(10,0,0)$ the integral is 0.095739 against the asymptote 0.095493, and at $(20,0,0)$ it is 0.047777 against 0.047746. The kernel is a staggered Coulomb tail, so $B^{-1}$ cannot be truncated to a short stencil with exponentially small error. In one dimension it can: off the origin $G_{n-1}+10G_n+G_{n+1}=0$, so $G_n\propto z^{|n|}$ with $z^2+10z+1=0$ and $z=-5+2\sqrt6=-0.101021$.

## Worked example

Take the model $V=-V_0\sum_i\cos(Gx_i)$ with $V_0=2$ Ry, cell $L=6$ bohr, $G=2\pi/L=1.047198$ bohr$^{-1}$ and periodic boundaries. The continuum problem separates into three Mathieu equations. Converged plane waves give the one-dimensional level $-1.0310084$ Ry, so the reference is $E_{\rm ref}=3\times(-1.0310084)=-3.0930252$ Ry $=-42.083$ eV, the ground level of this one-particle model without discretization error. All errors below are relative to it.

To first order in $T-k^2$ the error is its mean in the continuum ground state, a product state with one-dimensional moments $\langle k^2\rangle=0.42998$ bohr$^{-2}$, $\langle k^4\rangle=0.65495$ bohr$^{-4}$ and $\langle k^6\rangle=1.57276$ bohr$^{-6}$. Three axes and six ordered pairs give

$$\frac{\Delta E}{h^4}=-\frac{3(1.57276)}{240}+\frac{6(0.65495)(0.42998)}{144}=-0.019660+0.011734=-0.007926\ \text{Ry/bohr}^4 .$$

The grid levels come from inverse iteration $y=[-A+B(V-\mu)]^{-1}Bx$ with a shift $\mu$ below the ground level. By the determinant formula this matrix is invertible when $\mu$ is not a finite level, $B$ itself is never inverted, and on even grids $w^\dagger y=(h^2/4)w^\dagger Bx=0$ after one step.

| $N$ | $h$ (bohr) | $E$ (Ry) | $\Delta E/h^4$ (Ry/bohr$^4$) |
|---|---|---|---|
| 8 | 0.75000 | −3.0960708 | −0.009626 |
| 9 | 0.66667 | −3.0948351 | −0.009163 |
| 12 | 0.50000 | −3.0935621 | −0.008591 |
| 13 | 0.46154 | −3.0934103 | −0.008489 |
| 16 | 0.37500 | −3.0931891 | −0.008292 |

The scaled error moves monotonically toward $-0.007926$ through even and odd $N$. At $N=16$ the error is $-1.640\times10^{-4}$ Ry $=-2.23$ meV, about 5% larger in magnitude than the $h^4$ term alone. Averaging the full symbol $a/b-k^2$ in place of its leading term gives $-1.636\times10^{-4}$ Ry, so that excess comes almost wholly from higher orders of the symbol.

The top of the spectrum behaves differently. For $N=8$, $u=\sin^2(\pi/8)$ gives the free $T_{\max}=152.784$ Ry, and the highest of the 511 finite levels is 152.902 Ry. For $N=9$ the free value is 306.928 Ry and the highest of 729 levels is 309.942 Ry, a much larger shift. The cosine couples modes one step $2\pi/N$ apart on one axis with matrix element $-V_0/2=-1$ Ry. For $N=9$ the eight top modes $q=(\pm,\pm,\pm)\pi/9$ are degenerate, and flipping one sign is such a step. In this subspace $V$ is $-1$ Ry times a sum of three commuting flips with eigenvalues $\pm1$, so the top level rises by 3 Ry in first order, to 309.928 Ry. For $N=8$ the six top modes, $q=\pm2\pi/8$ on one axis, are two steps apart, and there is no first-order shift.

Avoiding the division by zero by setting $T=0$ at the corner, without projecting, is an error: it uses $-B^+A+V$ on the full space, where $w$ is a state of zero kinetic energy. For $N=8$ its diagonal element is the cell mean of $V$, zero, and it couples to its six neighbours, each at 152.784 Ry. Second order gives $-6(1)^2/152.784=-0.03927$ Ry, and diagonalization finds a spurious level at $-0.03929$ Ry with 7 levels below it. The fastest-oscillating function on the grid then appears as the eighth state.

## A bounded alternative

Applying the one-dimensional compact scheme on each axis gives

$$T_{\rm p}=\sum_i\frac{4s_i}{h^2(1-s_i/3)} .$$

Its common denominator $b_{\rm p}=\prod_i(1-s_i/3)$ equals $b$ plus $\frac19\sum_{i<j}s_is_j-\frac1{27}s_1s_2s_3$. These products need edge and corner neighbours, a 27-point $B$, which lies outside the class whose weights were fixed above. Each factor is at least $2/3$, so $b_{\rm p}\ge8/27=0.296296$, with equality at the corner. Since $s/(1-s/3)$ has derivative $(1-s/3)^{-2}>0$, $T_{\rm p}\le3\cdot4/(\frac23h^2)=18/h^2$ for every $N$, with equality when the corner is an allowed mode, as on even periodic grids. At $h=0.5$ bohr the bound is 72 Ry, and on such grids the Runge–Kutta limit is $3.928\times10^{-2}\,\hbar/\mathrm{Ry}=1.90$ as. The corner mode is then an ordinary state: with the random potential used above, the ground state has $|w^\dagger\psi|=5.9\times10^{-3}$.

The error of $T_{\rm p}$ is the sum of single-axis errors, $-h^4\sum k_i^6/240$, without the cross term. In the cosine model the prediction is $-0.019660\times0.375^4=-3.89\times10^{-4}$ Ry at $N=16$, and the computed error is $-3.972\times10^{-4}$ Ry. For this state the positive cross term of the Mehrstellen symbol cancels part of the axis term, so the scheme with the singular $B$ gives a ground level about 2.4 times more accurate than this axis-wise scheme. The factor belongs to that scheme and is not a price of boundedness. Keep the 19-point $A$ and take $b'=b+\frac13s_1s_2s_3$, again a 27-point $B$. The added term is of order $\theta^6$, so the $h^4$ error term is that of the Mehrstellen scheme. Both $b'$ and $a-16b'/h^2$ are linear in each $s_i$, so their extrema lie at $s_i\in\{0,1\}$. With zero, one, two or three $s_i$ equal to 1, $b'=1,\frac23,\frac13,\frac13$ and $h^2a/b'=0,6,16,12$, hence $b'\ge\frac13$ and $T\le16/h^2$ on every grid. In the cosine model at $N=16$ this scheme has an error of $-1.69\times10^{-4}$ Ry.

## Values computed for the example and the checks

```
forced weights of -A h^2 and B: {a0: 4, a1: -1/3, a2: -1/6, b0: 1/2, b1: 1/12}
d=1 even periodic: min eig B = 0.666667
d=2 even periodic: min eig B = 0.333333
d=3 even periodic: min eig B = 0.000000
6,6,6 periodic: nullity B = 1, min eig B = 0.000000
6,6,5 periodic: nullity B = 0, min eig B = 0.031831
7,7,7 periodic: nullity B = 0, min eig B = 0.049516
5,5,5 twist pi: nullity B = 1, min eig B = 0.000000
6,6,5 twist 0,0,pi: nullity B = 1, min eig B = 0.000000
6,6,6 twist pi: nullity B = 0, min eig B = 0.066987
6,6,6 Dirichlet: nullity B = 0, min eig B = 0.049516
h = 0.5 bohr: corner value of -A = 16.0000 Ry
random V, N=6: infinite 1, finite 215, max |<w|psi>| = 9e-16
axis-wise compact: ground |<w|psi>| = 5.90e-03, min product B = 0.296296
twist 0.06: top 1.92003e+06 Ry, 48/(hq)^2 1.92000e+06 Ry, ground shift 3.99e-04 Ry
mean 1/b: N=31 2.97889, N=63 3.00628, extrapolated 3.03281, Bessel 3.03277
B^-1(5,0,0) = -0.193213, asymptote -0.190986
B^-1(10,0,0) = 0.095739, asymptote 0.095493
B^-1(20,0,0) = 0.047777, asymptote 0.047746
1D kernel ratio per site = -0.101021
RK4 limit 2.828427; hbar/Ry = 48.3777 as; Ry = 13.60569 eV; h = 0.5 bohr
N=15: Tmax 1480.0 Ry, N^2 law 1459.0 Ry, dt 1.911e-03 hbar/Ry
N=16: Tmax 1277.2 Ry, N^2 law 1245.0 Ry, dt 2.215e-03 hbar/Ry
N=31: Tmax 6252.9 Ry, N^2 law 6231.7 Ry, dt 4.523e-04 hbar/Ry
N=32: Tmax 5012.2 Ry, N^2 law 4980.1 Ry, dt 5.643e-04 hbar/Ry
N=63: Tmax 25758.5 Ry, N^2 law 25737.2 Ry, dt 1.098e-04 hbar/Ry
N=64: Tmax 19952.6 Ry, N^2 law 19920.6 Ry, dt 1.418e-04 hbar/Ry
N=63 dt = 0.00531 as; continuum corner 3pi^2/h^2 = 118.44 Ry
axis-wise compact: Tmax 72.00 Ry, dt 3.928e-02 hbar/Ry = 1.9005 as
V0 = 2.0 Ry, L = 6.0 bohr, G = 1.047198 1/bohr, 1D level -1.0310084 Ry
continuum ground E = -3.0930252 Ry = -42.08275 eV
<k^2> 0.42998 bohr^-2, <k^4> 0.65495 bohr^-4, <k^6> 1.57276 bohr^-6
predicted err/h^4: Mehrstellen -0.007926, axis-wise -0.019660 Ry/bohr^4
N=8: h 0.75000 bohr, E -3.0960708 Ry, err -3.046e-03 Ry, err/h^4 -0.009626
   finite levels 511, top 152.902 Ry, free Tmax 152.784 Ry
   T(corner)=0 unprojected: spurious -0.03929 Ry (2nd order -0.03927), 7 levels below
N=9: h 0.66667 bohr, E -3.0948351 Ry, err -1.810e-03 Ry, err/h^4 -0.009163
   finite levels 729, top 309.942 Ry, free Tmax 306.928 Ry
N=12: h 0.50000 bohr, E -3.0935621 Ry, err -5.369e-04 Ry, err/h^4 -0.008591
N=13: h 0.46154 bohr, E -3.0934103 Ry, err -3.852e-04 Ry, err/h^4 -0.008489
N=16: h 0.37500 bohr, E -3.0931891 Ry, err -1.640e-04 Ry, err/h^4 -0.008292
N=16: first order with full symbol -1.636e-04 Ry; err = -2.231 meV
N=16 axis-wise compact: E -3.0934224 Ry, err -3.972e-04 Ry
```
